# Cutoff Wavelength for Rippling of a Uniaxially Stressed Solid Surface

## Form of the answer

A solid with a flat free surface carries a uniform stress $\sigma$ parallel to that surface. A ripple of amplitude $a$ and wave number $k$ adds surface area, which costs energy, and lets the solid relax part of its stress, which gains energy. The form of both contributions follows from symmetry and dimensions.

Shifting a ripple by half a wavelength turns $a$ into $-a$ without changing its energy, so the leading energy change is proportional to $a^2$. The surface energy $\gamma$ is an energy per area, and the cost per area must therefore be a number times $\gamma k^2a^2$. In linear elasticity the gain is quadratic in $\sigma$ and inversely proportional to a modulus. The half-space has no length of its own, so the gain per area must be a number times $\sigma^2ka^2/E$, where $E$ is Young's modulus and the number may depend on Poisson's ratio $\nu$.

The cost grows as $k^2$ and the gain as $k$. Short ripples are therefore stable and long ones unstable, with a cutoff wavelength

$$
\lambda_c=C(\nu)\,\frac{E\gamma}{\sigma^2}. \tag{1}
$$

What remains is to find $C(\nu)$ and to decide which ripple direction has the shortest cutoff.

## Model and energy

The solid is isotropic and linearly elastic, with $-1<\nu<1/2$. It fills $y<h$, with $y$ pointing outward. In the flat state the sole nonzero stress component is $\sigma_{xx}=\sigma$, positive in tension. The first ripple to consider is uniform along $z$:

$$
h(x)=a\cos kx,\qquad h'(x)=-ka\sin kx,\qquad ka\ll1. \tag{2}
$$

Its mean height is zero, so material is moved but not added. The mean strain is held fixed, and no force acts on the surface from outside. The surface energy $\gamma$ is counted per area of the surface before the displacement added by the ripple, and is taken as constant and isotropic. Elastic stretching then leaves the surface energy unchanged, so the surface itself exerts no force on the solid. Gravity is left out.

Let angle brackets denote an average over the flat reference area. The surface cost is

$$
\Delta F_s=\gamma\left\langle\sqrt{1+h'^2}-1\right\rangle
\simeq\frac{\gamma}{2}\langle h'^2\rangle
=\frac{\gamma k^2a^2}{4}, \tag{3}
$$

because $\langle\sin^2kx\rangle=1/2$.

For the elastic part, let $\mathbf u$ be the displacement added by the ripple and $\varepsilon_{ij}$ its strain. With repeated indices summed, the energy density is

$$
w=w_0+\sigma^0_{ij}\varepsilon_{ij}
+\tfrac12C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}, \tag{4}
$$

where $\sigma^0_{ij}$ is the initial stress and $C_{ijkl}$ the stiffness tensor. Each term is integrated over the rippled solid.

- The constant $w_0$ contributes $w_0\langle h\rangle=0$.
- The linear term is $\sigma^0_{ij}\partial_ju_i$, since $\sigma^0_{ij}$ is symmetric. As $\sigma^0_{ij}$ is uniform, the divergence theorem turns this term into a surface integral. The sides of one period cancel, and $\mathbf u$ vanishes at depth. On the top surface the normal times the area element is $(-h',1,0)\,dx\,dz$, which leaves $-\sigma\langle h'u_x\rangle$.
- The quadratic term is already of order $a^2$, so it may be integrated over $y<0$.

In the linear term, $u_x$ may likewise be evaluated at $y=0$; the error is of order $a^3$. Thus

$$
\Delta F_e[\mathbf u]=
\left\langle\int_{-\infty}^{0}\tfrac12
C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}\,dy\right\rangle
-\sigma\langle h'u_x\rangle. \tag{5}
$$

The solid takes the displacement that minimizes (5). Setting the first variation to zero gives elastic equilibrium inside the solid and, with $\delta\sigma_{ij}=C_{ijkl}\varepsilon_{kl}$, the conditions

$$
\delta\sigma_{xy}=\sigma h',\qquad \delta\sigma_{yy}=0
\qquad\text{at }y=0. \tag{6}
$$

These are also the first-order conditions for zero traction on the tilted surface: its $x$ component is $-h'\sigma+\delta\sigma_{xy}=0$.

Choosing the variation proportional to $\mathbf u$ itself shows that the quadratic term at the minimum equals half of $\sigma\langle h'u_x\rangle$. Hence

$$
\Delta F_e=\left(\tfrac12-1\right)\sigma\langle h'u_x\rangle
=-\tfrac12\sigma\langle h'u_x\rangle. \tag{7}
$$

Only the tangential displacement at the surface is still needed.

## Elastic field under the ripple

Since nothing varies along $z$, the added displacement has $u_z=0$ and the added strain is plane. The stress can be derived from an Airy function $\chi$,

$$
\delta\sigma_{xx}=\partial_y^2\chi,\quad
\delta\sigma_{yy}=\partial_x^2\chi,\quad
\delta\sigma_{xy}=-\partial_x\partial_y\chi,\quad
\nabla^4\chi=0. \tag{8}
$$

The first three relations ensure equilibrium and the last ensures that the strains belong to a displacement. The solutions that decay into the solid and have the symmetry of the ripple are $\chi=(A+By)e^{ky}\cos kx$. At the surface $\delta\sigma_{yy}=-k^2A\cos kx$, so (6) requires $A=0$. Then

$$
\delta\sigma_{xy}=Bk(1+ky)e^{ky}\sin kx. \tag{9}
$$

At $y=0$ this must equal $\sigma h'=-\sigma ka\sin kx$, which gives $B=-\sigma a$. Two derivatives in $y$ yield

$$
\delta\sigma_{xx}=-\sigma a\,(2k+k^2y)e^{ky}\cos kx,\qquad
\delta\sigma_{xx}\big|_{y=0}=-2\sigma k\,h. \tag{10}
$$

At a crest $h>0$, and the magnitude of the stress falls; in a trough it rises by the same amount.

The condition $\varepsilon_{zz}=0$ gives $\delta\sigma_{zz}=\nu(\delta\sigma_{xx}+\delta\sigma_{yy})$. At the surface $\delta\sigma_{yy}=0$, so Hooke's law becomes

$$
\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{zz}}{E}
=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}
=\frac{\delta\sigma_{xx}}{E'},\qquad
E'=\frac{E}{1-\nu^2}. \tag{11}
$$

The plane-strain modulus $E'$ enters although the initial stress is uniaxial. It describes the response to the ripple, and the ripple does not change the strain along $z$.

Integrating (11) with (10) over $x$ gives the periodic displacement

$$
u_x\big|_{y=0}=-\frac{2\sigma a}{E'}\sin kx
=\frac{2\sigma h'}{E'k}. \tag{12}
$$

## The cutoff

Inserting (12) into (7), with $\langle h'^2\rangle=k^2a^2/2$, gives

$$
\Delta F_e=-\frac{\sigma^2}{E'k}\langle h'^2\rangle
=-\frac{\sigma^2ka^2}{2E'}. \tag{13}
$$

The sum of (3) and (13) is

$$
\Delta F=\frac{a^2}{4}\left(\gamma k^2-\frac{2\sigma^2k}{E'}\right)
=\frac{\gamma a^2}{4}\,k(k-k_c),\qquad
k_c=\frac{2\sigma^2}{E'\gamma}. \tag{14}
$$

The energy falls when $k<k_c$, that is, when the wavelength exceeds

$$
\boxed{\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E'\gamma}{\sigma^2}} \tag{15}
$$

This fixes the factor in (1) as $C(\nu)=\pi/(1-\nu^2)$. The cutoff is the lower end of the unstable range. It depends on $\sigma^2$, so in this linear model without surface stress tension and compression of equal size have the same cutoff, and doubling the stress divides the wavelength by four. Without stress $\lambda_c$ is infinite and the surface is stable at every finite wavelength.

A general small profile is a sum of ripples. At order $a^2$, products of ripples with different wave vectors average to zero, so their energies add. The surface is then unstable if any one of them has negative $\Delta F$. At $k=k_c$ the quadratic energy vanishes, and higher orders in $a$ would have to decide.

## The same result from the chemical potential

Let the surface advance by a small $\delta h(x)$. The elastic energy is already a minimum with respect to displacement, so at first order the change in displacement contributes nothing. What remains is the energy density $w$ of the added layer. The surface energy changes by $\gamma\langle h'\,\delta h'\rangle=-\gamma\langle h''\,\delta h\rangle$, after integration by parts. With $\Omega$ the volume per atom, the chemical potential relative to an unstressed flat surface is

$$
\frac{\mu}{\Omega}=w-\gamma h''. \tag{16}
$$

To first order, (4) gives $\delta w=\sigma^0_{ij}\varepsilon_{ij}=\sigma\varepsilon_{xx}$ at the surface. Using (10), (11) and $h''=-k^2h$,

$$
\frac{\delta\mu}{\Omega}
=\left(\gamma k^2-\frac{2\sigma^2k}{E'}\right)h. \tag{17}
$$

For $k>k_c$ the chemical potential is higher at crests, and material leaves them. For $k<k_c$ it is higher in the troughs, which then deepen. Raising the amplitude from zero to $a$ against (17) costs $\langle\cos^2kx\rangle\int_0^a a_1\,da_1=a^2/4$ times the bracket, in agreement with (14).

An initial stress $\sigma_{zz}$ would add $\sigma_{zz}\varepsilon_{zz}=0$ to $\delta w$. Equation (15) therefore also holds under biaxial stress for ripples with wave vector along $x$.

## Ripples at an angle to the stress

To show that (15) is the shortest cutoff of the uniaxially stressed surface, let the wave vector make an angle $\theta$ with the $x$ axis. Let $n$ be the direction of the wave vector and $s$ the in-surface direction normal to it. The resolved stresses are

$$
\sigma_{nn}=\sigma\cos^2\theta,\qquad
\sigma_{ns}=-\sigma\sin\theta\cos\theta. \tag{18}
$$

The ripple now exerts two tangential tractions, $\sigma_{nn}h'$ and $\sigma_{ns}h'$, where the prime denotes a derivative along $n$. In an isotropic solid, reflection $s\to-s$ separates their responses. The first is (12) with $\sigma$ replaced by $\sigma_{nn}$. The second is a displacement $u_s$ that obeys Laplace's equation and decays as $e^{ky}$. Its shear stress at the surface is $Gku_s$, with $G=E/[2(1+\nu)]$, so

$$
u_s\big|_{y=0}=\frac{\sigma_{ns}h'}{Gk}. \tag{19}
$$

As in (7), the gain is half the mean of traction times displacement:

$$
\Delta F_e=-\frac{ka^2}{4}S,\qquad
S=\frac{2\sigma_{nn}^2}{E'}+\frac{\sigma_{ns}^2}{G}. \tag{20}
$$

With $q=\cos^2\theta$,

$$
S=\frac{2(1+\nu)\sigma^2}{E}
\left[(1-\nu)q^2+q(1-q)\right]
=\frac{2(1+\nu)\sigma^2}{E}\,q(1-\nu q). \tag{21}
$$

The derivative of $q(1-\nu q)$ is $1-2\nu q$, which is positive for $0\le q\le1$ and $\nu<1/2$. The gain is thus largest at $q=1$, for ripples whose wave vector lies along the stress axis, that is, with crests normal to it. Adding (3) to (20) gives $\Delta F=(a^2/4)(\gamma k^2-Sk)$, with its zero at $k=S/\gamma$. The cutoff is $2\pi\gamma/S$, or

$$
\lambda_c(\theta)=\lambda_c\,
\frac{1-\nu}{\cos^2\theta\,(1-\nu\cos^2\theta)}. \tag{22}
$$

For small angles this becomes

$$
\frac{\lambda_c(\theta)}{\lambda_c}\simeq
1+\frac{1-2\nu}{1-\nu}\,\theta^2. \tag{23}
$$

The preference for the stress axis weakens as $\nu$ approaches $1/2$. At $\theta=90^\circ$ the ripple relaxes no stress and the cutoff is infinite. Under equal biaxial stress $\sigma_{nn}=\sigma$ and $\sigma_{ns}=0$ for every direction, so all directions share the cutoff (15).

## Which ripple grows fastest

Energy decides which ripples can grow; transport decides how fast. Suppose first that atoms diffuse along the surface, with a constant mobility factor $M>0$, while the solid stays in elastic equilibrium. Mass conservation gives $\partial_th=M\,\partial_x^2(\mu/\Omega)$. With (17), the growth rate is

$$
s_d=-Mk^2\left(\gamma k^2-\frac{2\sigma^2k}{E'}\right)
=M\gamma k^3(k_c-k). \tag{24}
$$

Setting the derivative to zero gives $3k^2k_c-4k^3=0$, hence $k=3k_c/4$ and a fastest wavelength $4\lambda_c/3$.

If atoms are instead exchanged with a vapor in balance with the flat surface, then $\partial_th=-M'\delta\mu/\Omega$ with $M'>0$. The rate is

$$
s_v=M'\gamma k(k_c-k), \tag{25}
$$

which is largest at $k=k_c/2$, or $2\lambda_c$. Both rates change sign at the same $k_c$. A ripple spacing that emerges from small random roughness is therefore expected near the fastest wavelength, not at the cutoff.

## A numerical case

Take the round model values $E=100$ GPa, $\nu=0.25$, $\gamma=1$ J/m² and $\sigma=1$ GPa. Since 1 J/m² equals 1 GPa nm, lengths come out in nanometres:

$$
E'=\frac{100}{1-0.0625}=106.67\ \text{GPa},\qquad
k_c=\frac{2\times1^2}{106.67\times1}=0.01875\ \text{nm}^{-1}, \tag{26}
$$

$$
\lambda_c=\frac{\pi\times106.67\times1}{1^2}\simeq335\ \text{nm}. \tag{27}
$$

A ripple with $a=1$ nm at this wavelength has $k_ca=0.01875$. By (10) the stress is $1-2(0.01875)=0.9625$ GPa at a crest and 1.0375 GPa in a trough. The relative change $2k_ca$, here less than 4%, is proportional to the chosen amplitude. The balance with the surface energy does not depend on it, because both contributions scale as $a^2$.

The numerical output lists energies from a solution that satisfies the traction condition on the curved surface itself. For $a=1$ nm, in µJ/m²:

| $\lambda/\lambda_c$ | surface | elastic | sum |
|---|---:|---:|---:|
| 0.5 | 351.5 | −175.6 | 175.9 |
| 1 | 87.9 | −87.9 | 0.02 |
| 2 | 22.0 | −43.9 | −22.0 |

Each doubling of the wavelength divides the surface cost by four and the elastic gain by two, as (3) and (13) require. The small remainder at the cutoff is about $2\times10^{-4}$ of either part. This is comparable with $(k_ca)^2\simeq3.5\times10^{-4}$, the relative size of the terms dropped in the expansion.

The same solution was tested at $ka=0.01$ for four values of $\nu$ between −0.3 and 0.45, and for several initial values of $\sigma_{zz}$. The ripples in the stress and in the elastic energy density at the surface, and the total elastic energy, agreed with the formulas to within one part in a thousand. The cutoff located from the computed energy of a 0.1 nm ripple agreed with (15) to within one part in ten thousand.

A separate three-dimensional energy minimization gives cutoffs of 335, 412, 574 and 1072 nm at $0^\circ$, $30^\circ$, $45^\circ$ and $60^\circ$. At $60^\circ$, (22) gives the factor $0.75/(0.25\times0.9375)=3.2$. Had the shear term in (20) been dropped, the factor would have been $1/\cos^4 60^\circ=16$; most of the relaxation at this angle comes from shear. The fastest wavelengths are 447 nm for surface diffusion and 670 nm for exchange with the vapor.

## Where the result fails

Linear elasticity drops terms such as $\sigma(\partial u)^2$ beside $E(\partial u)^2$, and it drops the third-order elastic constants. The relative error is $\sigma/E$ times a factor that can be well above one, and it has opposite signs in tension and compression. Here $\sigma/E'\simeq0.009$. A solid whose stress is linear in the Green strain has a cutoff of 346 nm in tension and 324 nm in compression. With Murnaghan constants $l,m,n=-420,-540,-550$ GPa the values are 287 and 368 nm. The figures of 335 nm therefore serve to compare calculations; for a real surface at this stress even the second figure is uncertain.

A surface stress $f$, distinct from the surface energy, would add a normal traction of amplitude $fk^2a$. Compared with the tangential amplitude $\sigma ka$, its size at the cutoff is

$$
\frac{fk_c}{\sigma}=\frac{2\sigma}{E'}\,\frac{f}{\gamma}. \tag{28}
$$

This is about 2% here if $f$ is comparable with $\gamma$, but it need not be small at large strain. For $f=\gamma$ the cutoff falls by about 1.3% in tension and rises by about 1.2% in compression.

The field (10) reaches a depth of order $1/k$, which is 53 nm at the cutoff. If a stressed film is bonded to a substrate with different elastic constants, it must be several times thicker than this to act as a half-space; in a thinner film the stiffness of the substrate enters. At equal Poisson's ratio, a substrate with a larger Young's modulus lengthens the cutoff. On a rigid substrate a sufficiently thin film has no cutoff and stays flat, because its elastic gain at long wavelengths falls as $k^2$, just as the surface cost does. If the elastic constants are equal and the interface is flat, (15) holds for any film thicker than the ripple amplitude, provided $\gamma$ does not depend on the thickness. In linear elasticity the stress of the substrate does not enter in either case, because a uniform stress in a layer with flat faces does no net work on a periodic displacement. On a much softer substrate the dropped term $\sigma(\partial u)^2$ ceases to be a small correction: at 1% compression a flat film wrinkles by bending on a substrate a thousand times softer, a mechanism absent from this model. Crystal anisotropy in $\gamma$ or in the elastic constants changes the cutoff in general, and the preferred direction must then be calculated anew. A faceted surface, whose energy has a cusp at the flat orientation, lies outside the expansion (3). Plastic flow would relax $\sigma$ itself and lengthen the cutoff.

## Calculated quantities

```
Young's modulus E = 100.0 GPa
Poisson ratio nu = 0.25
surface energy gamma = 1.00 J/m^2
initial stress sigma = 1.00 GPa
plane-strain modulus E' = 106.67 GPa
shear modulus G = 40.00 GPa
stress ratio sigma/E' = 0.00937
cutoff wave number k_c = 0.01875 1/nm
cutoff wavelength, formula = 335.10 nm
cutoff wavelength, wavy-solid solution = 335.10 nm
ripple amplitude a = 1.0 nm
slope k_c a = 0.01875
crest stress at cutoff = 0.9625 GPa
trough stress at cutoff = 1.0375 GPa
Energy per area for this amplitude, wavy-solid solution:
wavelength / cutoff = 0.5
  surface part = 351.47 microJ/m^2
  elastic part = -175.60 microJ/m^2
  sum = 175.87 microJ/m^2
wavelength / cutoff = 1.0
  surface part = 87.88 microJ/m^2
  elastic part = -87.87 microJ/m^2
  sum = 0.02 microJ/m^2
wavelength / cutoff = 2.0
  surface part = 21.97 microJ/m^2
  elastic part = -43.94 microJ/m^2
  sum = -21.97 microJ/m^2
Cutoff for oblique ripples, 3D energy minimization:
  theta = 0 degrees: 335.1 nm
  theta = 30 degrees: 412.4 nm
  theta = 45 degrees: 574.5 nm
  theta = 60 degrees: 1072.3 nm
fastest wavelength, surface diffusion = 446.8 nm
fastest wavelength, evaporation-condensation = 670.2 nm
```
